\section*{The Shklovskii–Efros Law for Potential Fluctuations in Strongly Compensated Semiconductors, part 1}

(Sections cited here and not found follow in the second part.)

\section{Random charges and the similarity law}

\subsection{What fails without the result}

A strongly compensated semiconductor contains many charged donors and acceptors and few electrons to screen them. Two simple ways of finding the resulting potential fluctuations fail. If the Coulomb potentials of randomly placed impurities are added without screening, the variance grows in proportion to the size of the sample, so the material has no fluctuation amplitude of its own. If screening is added in the linear Debye form, the amplitude is finite, but in the regime of interest it exceeds the thermal energy that linearization requires it to stay below. For the example worked out below, linear screening at 300 K gives 0.128 eV, which is 4.9 times \(kT\). The theory then contradicts its own premise.

The missing ingredient is that a carrier density cannot become negative. Electrons can leave a region where their potential energy is high, but once the region is empty they can do nothing more. This limit on the supply of carriers sets both the length and the height of the fluctuations.

\subsection{Charges, signs and units}

Let \(N_D\) and \(N_A\) be the densities of donors, each of charge \(+e\), and acceptors, each of charge \(-e\). Define
\begin{equation}
N=N_D+N_A,\qquad n=N_D-N_A,\qquad 0<n\ll N .
\end{equation}
All donors are counted as charged. An electron bound to a donor is counted separately, as a carrier that happens to sit there. Counting neutral donors differently would change \(N\) by at most \(n\), a relative change of at most \(n/N\).

The density \(n\) therefore includes every electron that can rearrange, whether in the conduction band or on donors. It is not the smaller, thermally activated density that carries current. The distinction matters: if the current-carrying density were a thousand times smaller than \(n\), inserting it in the final formula would overestimate the amplitude by \(1000^{1/3}=10\).

With static permittivity \(\varepsilon\), define
\begin{equation}
Q=\frac{e^2}{4\pi\varepsilon},
\end{equation}
which is an energy times a length. A charge \(ze\) at distance \(r\) gives an electron the potential energy \(-Qz/r\). If \(\rho(\mathbf r)\) is the donor density minus the acceptor density and \(n_c(\mathbf r)\) the local carrier density, the electrostatic potential \(\phi\) obeys \(\nabla^2\phi=-e(\rho-n_c)/\varepsilon\). Since the electron energy is \(U=-e\phi\),
\begin{equation}
\nabla^2U=\frac{e^2}{\varepsilon}(\rho-n_c)=4\pi Q(\rho-n_c).
\label{eq:poisson}
\end{equation}
Excess donor charge curves \(U\) upwards and so forms a well for electrons, as it should.

\subsection{The unscreened potential}

\paragraph{Lemma 1.} Let the impurities be placed independently and uniformly. The net impurity number in a volume \(\Omega\) has variance \(N\Omega\). The impurities between distances \(r_0\) and \(R\) from a point contribute to \(U\) at that point the variance
\begin{equation}
\sigma^2(r_0,R)=4\pi Q^2N(R-r_0).
\label{eq:bare}
\end{equation}

\paragraph{Proof.} Divide space into cells of infinitesimal volume \(d\Omega\). A cell holds a donor with probability \(N_D\,d\Omega\), an acceptor with probability \(N_A\,d\Omega\), and two impurities with a probability of second order. Its net number \(z\) has mean \(n\,d\Omega\) and mean square \((N_D+N_A)d\Omega=N\,d\Omega\). The squared mean is of second order, so the variance is \(N\,d\Omega\). Different cells are independent and their variances add, which proves the first claim. For the potential, each cell's number is multiplied by \(-Q/r\) and its variance by \(Q^2/r^2\). Hence
\begin{align}
\sigma^2(r_0,R)&=\int_{r_0}^{R}\frac{Q^2}{r^2}\,N\,4\pi r^2\,dr\\
&=4\pi Q^2N\int_{r_0}^{R}dr=4\pi Q^2N(R-r_0).
\end{align}
This completes the proof.

The factor \(r^2\) from the shell area cancels the \(1/r^2\) from the squared Coulomb potential, so every shell of equal thickness contributes equally. Near charges cause no divergence of the variance; distant ones do. A test with random point charges used unit density, \(Q=1\) and \(r_0=0.5\). For \(R=2\) it gave a variance of 18.72 against 18.85 from Eq.~\eqref{eq:bare}, and for \(R=4\) it gave 44.10 against 43.98. The variance of the net charge, divided by the expected number of impurities, was 1.001 and 1.004.

\subsection{The length set by carrier supply}

Consider a region of volume \(R^3\). Its net impurity number has mean \(nR^3\) and typical deviation \((NR^3)^{1/2}\). When a downward deviation exceeds the mean, the impurity charge is negative. Adding electrons makes the region more negative, and it cannot hold fewer than none. Such a region therefore stays charged whatever the carriers do. These regions are common until the mean has grown to the size of the typical deviation:
\begin{equation}
nR_s^3=(NR_s^3)^{1/2}.
\end{equation}
Division by \(nR_s^{3/2}\) gives \(R_s^{3/2}=N^{1/2}/n\), and raising both sides to the power \(2/3\) gives
\begin{equation}
R_s=\frac{N^{1/3}}{n^{2/3}} .
\label{eq:Rs}
\end{equation}
The Coulomb energy of the typical charge number \((NR_s^3)^{1/2}\) at distance \(R_s\) is
\begin{align}
\gamma_1&=\frac{Q(NR_s^3)^{1/2}}{R_s}=Q(NR_s)^{1/2}\\
&=QN^{1/2}\,\frac{N^{1/6}}{n^{1/3}}=\frac{QN^{2/3}}{n^{1/3}} .
\label{eq:gamma1}
\end{align}

This estimate displays the exponents but does not fix the numerical factor. Had the unscreened charges been collected from a sphere of radius \(R_s\), Lemma 1 would have given \((4\pi)^{1/2}\gamma_1=3.5\gamma_1\). Nor does counting charge prove that the carriers arrange themselves well enough to screen at \(R_s\). A definite model of equilibrium is needed.

\subsection{Equilibrium of carriers that cannot be negative}

Take a periodic cubic box of side \(L\), divided into cells of side \(b\) with
\begin{equation}
N^{-1/3}\ll b\ll R_s\ll L .
\label{eq:scales}
\end{equation}
Each cell then contains many independently placed impurities. By the central limit theorem its net number is nearly Gaussian, with mean \(nb^3\) and variance \(Nb^3\). Dividing by \(b^3\) gives the density in cell \(j\),
\begin{equation}
\rho_j=n+\sqrt N\,\xi_j,\qquad \langle\xi_j^2\rangle=b^{-3},
\label{eq:noise}
\end{equation}
with \(\xi_j\) taken as Gaussian and different cells independent. The box average of \(\xi_j\) is subtracted, so that the mean carrier density needed for neutrality is \(n\). The Laplacian on the cells is
\begin{equation}
(\nabla_b^2f)_j=\frac1{b^2}\sum_{i\ \mathrm{next\ to}\ j}(f_i-f_j).
\end{equation}

The carriers are treated as a classical charge at zero temperature, without kinetic energy. This requires \(kT\) and the quantum energies in the wells to be small compared with the fluctuation amplitude; both are sized in the second half.

\paragraph{Lemma 2.} For given \(\rho_j\), exactly one carrier distribution \(n_{c,j}\ge0\) with mean \(n\) minimizes the electrostatic energy. It is characterized by a constant \(\mu\) for which \(w=U-\mu\) satisfies
\begin{equation}
\nabla_b^2w=4\pi Q(\rho-n_c),\quad w\ge0,\quad n_c\ge0,\quad wn_c=0 .
\label{eq:lcp}
\end{equation}

\paragraph{Proof.} Write \(s=\rho-n_c\) and let \(\Phi=-U\) solve \(-\nabla_b^2\Phi=4\pi Qs\). The electrostatic energy is
\begin{equation}
E=\frac{b^3}{2}\sum_j s_j\Phi_j .
\end{equation}
The allowed carrier distributions form a closed and bounded set in a space of finitely many dimensions, and \(E\) is continuous on it, so a minimum exists. Change \(n_c\) by \(\delta\), where \(\sum_j\delta_j=0\). Then \(s\) changes by \(-\delta\). Because \(\Phi\) depends linearly and symmetrically on \(s\), the two first-order terms are equal, and
\begin{align}
\Delta E&=-b^3\sum_j\Phi_j\delta_j+E_2
=b^3\sum_jU_j\delta_j+E_2,
\label{eq:variation}
\end{align}
where \(E_2\) is the electrostatic energy of the charge \(-\delta\) alone. If \(\Phi'\) is its potential, summation by parts gives
\begin{equation}
E_2=\frac{b^3}{8\pi Q}\sum_{\langle ij\rangle}\frac{(\Phi'_i-\Phi'_j)^2}{b^2}\ge0,
\end{equation}
with each neighbouring pair counted once. It vanishes only if \(\Phi'\) is constant, and hence only if \(\delta=0\).

At a minimum, move a small charge from an occupied cell \(i\) to any cell \(j\). The first-order change is proportional to \(U_j-U_i\), which cannot be negative. All occupied cells therefore share the lowest value of \(U\). Calling it \(\mu\) gives Eq.~\eqref{eq:lcp}.

Conversely, suppose Eq.~\eqref{eq:lcp} holds and compare with another allowed distribution \(n'_c=n_c+\delta\). The constant \(\mu\) drops out of the first-order term because \(\sum_j\delta_j=0\), and since \(wn_c=0\),
\begin{equation}
\sum_jU_j\delta_j=\sum_jw_j(n'_{c,j}-n_{c,j})=\sum_jw_jn'_{c,j}\ge0 .
\end{equation}
For \(\delta\ne0\) the term \(E_2\) is positive, so the energy rises. The solution is the unique minimum. This completes the proof.

Physically, electrons collect in pockets where the potential energy has the common value \(\mu\). Where the potential energy lies above \(\mu\), no carriers are present, and the impurity charge is unscreened locally. Because the impurity noise has structure down to the cell size, the pockets need not be broad lakes: their size and their share of the volume depend on the cells.

\subsection{The theorem}

Let \(\gamma\) be the root-mean-square deviation of \(U\) from its spatial mean, with the square averaged over the box and over the noise. Subtracting the constant \(\mu\) does not alter it, so \(\gamma\) is also the root-mean-square deviation of \(w\).

\paragraph{Theorem.} For impurities described by Eq.~\eqref{eq:noise} and carriers described by Eq.~\eqref{eq:lcp},
\begin{equation}
\gamma=\frac{QN^{2/3}}{n^{1/3}}\,F\!\left(\frac b{R_s},\frac L{R_s}\right),
\label{eq:finite}
\end{equation}
where \(F\) depends on no other parameter. If \(F\) tends to a finite, nonzero number \(C\) as \(b/R_s\to0\) and \(L/R_s\to\infty\), then in that limit
\begin{equation}
\gamma=C\,\frac{e^2N^{2/3}}{4\pi\varepsilon\,n^{1/3}} .
\label{eq:law}
\end{equation}

\paragraph{Proof.} Measure length in units of \(R_s\), so that \(\mathbf r=R_s\mathbf x\) and the cell side becomes \(\beta=b/R_s\). Set \(\xi=R_s^{-3/2}\eta\). Then
\begin{equation}
\langle\eta_j^2\rangle=R_s^3b^{-3}=\beta^{-3},
\end{equation}
so \(\eta\) is the same noise for cells of side \(\beta\). Because \(R_s^{3/2}=N^{1/2}/n\),
\begin{equation}
\rho=n+N^{1/2}R_s^{-3/2}\eta=n(1+\eta).
\end{equation}
The mean and the noise now carry the same factor. Write
\begin{equation}
n_c=n\nu,\qquad w=4\pi Q\,nR_s^2\,\psi .
\end{equation}
The Laplacian in \(\mathbf r\) is \(R_s^{-2}\) times that in \(\mathbf x\). The left side of Poisson's equation is thus \(4\pi Qn\nabla_\beta^2\psi\), and the right side is \(4\pi Qn(1+\eta-\nu)\). Division by \(4\pi Qn\) leaves
\begin{equation}
\nabla_\beta^2\psi=1+\eta-\nu,\quad \psi\ge0,\quad\nu\ge0,\quad\psi\nu=0 .
\end{equation}
Only \(\beta\) and \(L/R_s\) remain. By Lemma 2 the solution is unique, so the root-mean-square deviation of \(\psi\) is a function \(f(b/R_s,L/R_s)\). Finally,
\begin{equation}
nR_s^2=n\,\frac{N^{2/3}}{n^{4/3}}=\frac{N^{2/3}}{n^{1/3}},
\end{equation}
which gives Eq.~\eqref{eq:finite} with \(F=4\pi f\). Taking the stated limit gives Eq.~\eqref{eq:law}. This completes the proof.

The condition on \(F\) is a real assumption. It says that carriers screen at some finite multiple of \(R_s\), and that structure much finer than \(R_s\) does not control the amplitude. Carrier counting makes the first part plausible, and the second half of the text supports both parts without proving them.

\subsection{The same law in other dimensions}

The proof uses the dimension of space in one place, the strength of the noise. In \(d=1\), 2 or 3 dimensions the balance is \(R_s^{d/2}=N^{1/2}/n\), so \(R_s=(N/n^2)^{1/d}\). With the same form of Poisson's equation,
\begin{equation}
w\propto nR_s^2=N^{2/d}n^{1-4/d} .
\end{equation}
For \(d=3\) the exponents are \(2/3\) and \(-1/3\). For \(d=1\), where the charges are uniform sheets, they are 2 and \(-3\).

One dimension permits a sharper test because long chains are tractable. Let \(Y''=\rho\) and \(w=Y-H\), in units where the factor \(4\pi Q\) is one. Then \(H''=n_c\ge0\), so \(H\) is convex; it lies below \(Y\) and touches it wherever carriers sit. It is the greatest convex curve below \(Y\), which can be constructed directly. On chains of 800,000 sites the mean of \(w\) was 25.41 for \(N=1,n=0.15\), then 1.324 for \(N=1,n=0.40\), and 11.20 for \(N=3,n=0.40\). The mean scales as the root-mean-square deviation does, because the whole function \(w\) is rescaled. The first pair of values gives
\begin{equation}
\frac{\ln(1.324/25.41)}{\ln(0.40/0.15)}=-3.01,
\end{equation}
and the second pair gives \(\ln(11.20/1.324)/\ln3=1.94\). These agree with \(-3\) and 2 to within 3\% of the predicted values. Each mean comes from a single chain; other chains differ by a few per cent, which moves the exponents by several hundredths.

\section{Prefactor, limits and a worked example}

\subsection{Symbols and results carried over}

The total density of charged impurities is \(N\), and \(n\ll N\) is the density of electrons able to rearrange. The Coulomb constant is \(Q=e^2/(4\pi\varepsilon)\). The net impurity density \(\rho\) has mean \(n\) and random fluctuations of strength \(N\). The electron energy above its lowest value is \(w\), the local carrier density is \(n_c\), and
\begin{equation}
\nabla^2w=4\pi Q(\rho-n_c),\quad w\ge0,\quad n_c\ge0,\quad wn_c=0 .
\label{eq:again}
\end{equation}
With cells of side \(b\) in a periodic box of side \(L\), the first half established
\begin{equation}
R_s=\frac{N^{1/3}}{n^{2/3}},\quad
\gamma_1=\frac{QN^{2/3}}{n^{1/3}},\quad
\gamma=\gamma_1F\!\left(\frac b{R_s},\frac L{R_s}\right).
\end{equation}
The law \(\gamma=C\gamma_1\) follows if \(F\) has a finite, nonzero limit \(C\) for small cells and a large box. Random charges within a distance \(R\) contribute the variance \(4\pi Q^2NR\) to the unscreened potential energy.

For random impurities and classical carriers whose density cannot be negative, the fluctuation amplitude has been shown to follow \(\gamma=C\,QN^{2/3}/n^{1/3}\), provided that \(F\) has a finite, nonzero limit \(C\) for small cells and a large box. It remains to support that assumption, estimate \(C\), find where the law fails and work through an example.

Numbers in the example were calculated in double precision.
